# Ewald potential of periodic Gaussian charges and its zero-wavevector terms

In a crystal calculation with Gaussian basis functions, the electron density is a collection of smooth charge clouds repeated in every cell. An electron at a given point feels all of these clouds, near and far. The contribution of one charged cloud falls off as $1/r$, while the number of clouds in a shell of fixed thickness grows as $r^2$, so adding them one by one does not converge.

For point charges, Ewald's method replaces this sum by two rapidly convergent ones, governed by a splitting parameter. Can a Gaussian cloud be handled merely by shifting that parameter? And which contributions at zero wavevector really disappear when the cell is neutral?

I use Hartree atomic units: lengths in bohr, Gaussian exponents in bohr$^{-2}$, potentials in hartree/$e$. A positive charge has a positive potential.

## 1. One Gaussian, no lattice

Start with a unit charge of exponent $\alpha$,

$$g_\alpha(\mathbf r)=\left(\frac{\alpha}{\pi}\right)^{3/2}e^{-\alpha r^2},\qquad \int g_\alpha\,d^3r=1 .$$

Its potential $v$ is spherical, so $\nabla^2v=(rv)''/r$. With $u=rv$, Poisson's equation $-\nabla^2v=4\pi g_\alpha$ becomes

$$u''=-4\pi r\left(\frac{\alpha}{\pi}\right)^{3/2}e^{-\alpha r^2}=-\frac{4\alpha^{3/2}}{\sqrt\pi}\,r\,e^{-\alpha r^2}.$$

Try $u=\operatorname{erf}(\sqrt\alpha\,r)$. Then

$$u'=2\sqrt{\frac{\alpha}{\pi}}\,e^{-\alpha r^2},\qquad u''=-\frac{4\alpha^{3/2}}{\sqrt\pi}\,r\,e^{-\alpha r^2},$$

as required. The general solution adds $a+br$ to $u$. A finite potential at the origin requires $a=0$, and a potential that vanishes at infinity requires $b=0$. Hence

$$v_\alpha(r)=\frac{\operatorname{erf}(\sqrt\alpha\,r)}{r}. \tag{1}$$

**Limits.** Far away, $\operatorname{erf}\to1$ and the cloud looks like a point charge. At the centre, $\operatorname{erf}(x)\simeq2x/\sqrt\pi$ gives the finite value $v_\alpha(0)=2\sqrt{\alpha/\pi}$.

## 2. Splitting the interaction

Ewald's separation of the Coulomb interaction is

$$\frac1r=\frac{\operatorname{erfc}(\sqrt\eta\,r)}{r}+\frac{\operatorname{erf}(\sqrt\eta\,r)}{r},\qquad \eta>0 .$$

The first part is short-ranged and the second is smooth. What potential does $g_\alpha$ produce through the smooth part alone?

By equation (1), $\operatorname{erf}(\sqrt\eta\,r)/r$ is the Coulomb potential of a Gaussian of exponent $\eta$. Acting with it on $g_\alpha$ is therefore the same as spreading $g_\alpha$ with $g_\eta$ and then applying the ordinary $1/r$ interaction. The spreading is easiest in Fourier space. Along one Cartesian axis, completing the square gives

$$-\alpha x^2-iGx=-\alpha\left(x+\frac{iG}{2\alpha}\right)^2-\frac{G^2}{4\alpha}.$$

The shifted Gaussian integrates to $\sqrt{\pi/\alpha}$, which cancels the normalization. The product over three axes is

$$\int g_\alpha(\mathbf r)e^{-i\mathbf G\cdot\mathbf r}\,d^3r=e^{-G^2/4\alpha}. \tag{2}$$

A convolution multiplies transforms, so the spread charge has transform

$$e^{-G^2/4\alpha}\,e^{-G^2/4\eta}=e^{-G^2/4\mu},\qquad \boxed{\frac1\mu=\frac1\eta+\frac1\alpha}. \tag{3}$$

It is again a unit Gaussian, now of exponent $\mu$. The smooth interaction thus gives $\operatorname{erf}(\sqrt\mu\,r)/r$. This is the shifted splitting parameter: inverse exponents, which measure squared widths, add.

The short-range interaction gives what remains of the full potential:

$$s(r)=\frac{\operatorname{erf}(\sqrt\alpha\,r)-\operatorname{erf}(\sqrt\mu\,r)}{r}
=\frac{\operatorname{erfc}(\sqrt\mu\,r)-\operatorname{erfc}(\sqrt\alpha\,r)}{r}. \tag{4}$$

**Limit.** For $\alpha\to\infty$ the cloud becomes a point, $\mu\to\eta$, and $s\to\operatorname{erfc}(\sqrt\eta\,r)/r$, the usual Ewald kernel. For finite $\alpha$ there is a second term, $-\operatorname{erfc}(\sqrt\alpha\,r)/r$. It describes penetration: inside the cloud, the attraction or repulsion is weaker than that of a point charge. Replacing $\eta$ by $\mu$ in the point-charge kernel would miss it.

## 3. One Gaussian per cell

Now repeat $g_\alpha$ on all lattice vectors $\mathbf R$ of a three-dimensional crystal with cell volume $\Omega$. The mean charge density is $1/\Omega$. A periodic potential cannot have a nonzero average Laplacian, so Poisson's equation has a periodic solution only after this mean is compensated:

$$-\nabla^2V_\alpha=4\pi\left[\sum_{\mathbf R}g_\alpha(\mathbf r-\mathbf R)-\frac1\Omega\right]. \tag{5}$$

The term $-1/\Omega$ is a uniform neutralizing background. I require $V_\alpha$ to be periodic, which excludes a macroscopic electric field, and to have zero cell average. These conditions make it unique, because the difference of two solutions is periodic and harmonic, hence constant, and the average fixes that constant at zero.

Write $g_\alpha=g_\mu+(g_\alpha-g_\mu)$ and treat the two pieces separately.

**Smooth piece.** The Fourier coefficient of a periodic density is $\Omega^{-1}$ times its integral over one cell against $e^{-i\mathbf G\cdot\mathbf r}$. Summing over images turns the cell integral into an integral over all space, so equation (2) gives $e^{-G^2/4\mu}/\Omega$. Since $-\nabla^2$ multiplies each wave by $G^2$, the zero-average potential is

$$\frac{4\pi}{\Omega}\sum_{\mathbf G\ne0}\frac{e^{-G^2/4\mu}}{G^2}e^{i\mathbf G\cdot\mathbf r}.$$

**Short-range piece.** The charge $g_\alpha-g_\mu$ is neutral and spherical, and its potential $s$ decays like a Gaussian. The sum $\sum_{\mathbf R}s(|\mathbf r-\mathbf R|)$ converges absolutely, but its average is not zero. To find it, integrate by parts:

$$\int_0^\infty r\operatorname{erfc}(\sqrt a\,r)\,dr
=\int_0^\infty\frac{r^2}{2}\,2\sqrt{\frac a\pi}\,e^{-ar^2}dr
=\sqrt{\frac a\pi}\,\frac{\sqrt\pi}{4a^{3/2}}=\frac1{4a}.$$

The boundary term vanishes at both ends. Multiplying by $4\pi$ and using equation (4),

$$\int s\,d^3r=\pi\left(\frac1\mu-\frac1\alpha\right)=\frac\pi\eta. \tag{6}$$

The width of the cloud has dropped out. The cell average of the lattice sum is $\pi/(\eta\Omega)$, and this must be subtracted. With $d=|\mathbf r-\mathbf R|$,

$$\boxed{V_\alpha(\mathbf r)=\sum_{\mathbf R}\frac{\operatorname{erf}(\sqrt\alpha\,d)-\operatorname{erf}(\sqrt\mu\,d)}{d}
+\frac{4\pi}{\Omega}\sum_{\mathbf G\ne0}\frac{e^{-G^2/4\mu}}{G^2}e^{i\mathbf G\cdot\mathbf r}-\frac{\pi}{\eta\Omega}.} \tag{7}$$

The constant can also be read as a $\mathbf G\to0$ term. The Fourier coefficient of the short-range sum is $4\pi(e^{-G^2/4\alpha}-e^{-G^2/4\mu})/(\Omega G^2)$. Expanding the exponentials to first order in $G^2$ gives the limit $(\pi/\Omega)(1/\mu-1/\alpha)=\pi/(\eta\Omega)$.

**A numerical case.** Take the cell vectors $(6,0,0)$, $(1,6,0)$ and $(0,1,7)$ bohr, with $\Omega=252$ bohr$^3$. Put a unit charge with $\alpha=1.5$ at the origin and evaluate its potential at $(1,0,0)$ bohr. For $\eta=0.5$,

$$\frac1\mu=\frac1{0.5}+\frac1{1.5}=2.667,\qquad \mu=0.375\ \text{bohr}^{-2}.$$

The three parts of equation (7), in hartree/$e$, are:

| $\eta$ | real | reciprocal | constant | total |
|---:|---:|---:|---:|---:|
| 0.2 | 0.469885 | 0.081980 | −0.062333 | 0.489531 |
| 0.5 | 0.303215 | 0.211250 | −0.024933 | 0.489531 |
| 2.0 | 0.107166 | 0.388599 | −0.006233 | 0.489531 |

Adding the rounded entries can change the last digit by one. The parts depend strongly on $\eta$; the total does not. It also agrees with a separate solution of Poisson's equation from the density sampled on a grid, as the numerical check confirms.

## 4. Does the parameter merely shift?

For $\alpha\to\infty$, equation (7) becomes the point-charge formula

$$V_{\rm pt}(\mathbf r)=\sum_{\mathbf R}\frac{\operatorname{erfc}(\sqrt\eta\,d)}{d}
+\frac{4\pi}{\Omega}\sum_{\mathbf G\ne0}\frac{e^{-G^2/4\eta}}{G^2}e^{i\mathbf G\cdot\mathbf r}-\frac{\pi}{\eta\Omega}, \tag{8}$$

valid away from the charges. Its value is independent of $\eta$, since every choice solves the same Poisson problem with the same average. Replacing $\eta$ by $\mu$ everywhere therefore returns the potential of a point charge, not that of a Gaussian.

The missing pieces follow by writing equation (8) with parameter $\mu$ and subtracting equation (7). The reciprocal sums are then identical and cancel. In the real-space sum,

$$\operatorname{erfc}(\sqrt\mu\,d)-\operatorname{erf}(\sqrt\alpha\,d)+\operatorname{erf}(\sqrt\mu\,d)=\operatorname{erfc}(\sqrt\alpha\,d),$$

while the constants give $-\pi/(\mu\Omega)+\pi/(\eta\Omega)=-\pi/(\alpha\Omega)$. Thus

$$V_{\rm pt}-V_\alpha=\sum_{\mathbf R}\frac{\operatorname{erfc}(\sqrt\alpha\,d)}{d}-\frac{\pi}{\alpha\Omega}. \tag{9}$$

At the sample point the point-charge value is 0.564485 hartree/$e$, whether the sum is split with $\eta=0.5$ or with $\mu=0.375$. Equation (9) then gives

$$V_\alpha=0.564485-0.083265+0.008311=0.489531\ \text{hartree}/e .$$

The accurate statement is that the **reciprocal sum** needs only the shift $\eta\to\mu$. The real-space sum also needs the penetration correction, and the constant keeps the original $\eta$.

**Limit $\eta\to\infty$.** Here $\mu\to\alpha$, and both the real-space sum and the constant vanish:

$$V_\alpha(\mathbf r)=\frac{4\pi}{\Omega}\sum_{\mathbf G\ne0}\frac{e^{-G^2/4\alpha}}{G^2}e^{i\mathbf G\cdot\mathbf r}. \tag{10}$$

This is the reciprocal half of a point-charge Ewald sum whose splitting parameter is $\alpha$. In that sense a Gaussian charge brings its own splitting parameter.

**Cost.** Equation (3) implies $\mu<\alpha$ and $\mu<\eta$ for finite $\eta$. Compared with a point charge at the same $\eta$, the reciprocal sum converges faster and the real-space sum more slowly. For a diffuse cloud, $\mu$ is small whatever the choice of $\eta$, so the decay length of the real-space terms cannot fall below about $1/\sqrt\alpha$. Raising $\eta$ far above $\alpha$ only shrinks their size: $\alpha-\mu\simeq\alpha^2/\eta$, and expanding equation (4) to first order in this difference gives $s\simeq(\pi/\eta)\,g_\alpha$, consistent with equation (6). The expansion needs $(\alpha-\mu)r^2\ll1$, that is $r\ll\sqrt\eta/\alpha$; farther out $s$ decays with exponent $\mu$ and exceeds this estimate. Equation (10) is then attractive. For a compact cloud it needs many wavevectors, and a finite $\eta$ is useful.

## 5. Several Gaussians: what neutrality removes

Let the cell contain charges $q_i$ with exponents $\alpha_i$ and centres $\mathbf A_i$. By linearity,

$$V(\mathbf r)=\sum_i q_iV_{\alpha_i}(\mathbf r-\mathbf A_i).$$

If all charges use the same $\eta$, each has its own $\mu_i$, and the constants add to

$$-\frac{\pi}{\eta\Omega}\sum_iq_i=-\frac{\pi Q}{\eta\Omega}. \tag{11}$$

For $Q=0$ this vanishes, even when the Gaussian widths differ.

Other terms appear if one examines the limit $\mathbf G\to0$ instead of omitting $\mathbf G=0$. Let $\rho(\mathbf G)$ be the transform of the charges assigned to one cell, and set $\mathbf G=G\mathbf n$ with $|\mathbf n|=1$:

$$\rho(\mathbf G)=\sum_iq_i\,e^{-iG\,\mathbf n\cdot\mathbf A_i}\,e^{-G^2/4\alpha_i}.$$

To second order in $G$, the two factors are

$$1-iG\,\mathbf n\cdot\mathbf A_i-\tfrac12G^2(\mathbf n\cdot\mathbf A_i)^2
\quad\text{and}\quad 1-\frac{G^2}{4\alpha_i}.$$

Multiply them, sum over $i$, and multiply by $4\pi/(\Omega G^2)$. With $\mathbf D=\sum_iq_i\mathbf A_i$,

$$\frac{4\pi\rho(\mathbf G)}{\Omega G^2}=\frac{4\pi}{\Omega}\left[\frac{Q}{G^2}-\frac{i\,\mathbf n\cdot\mathbf D}{G}-\sum_i\frac{q_i}{4\alpha_i}-\frac12\sum_iq_i(\mathbf n\cdot\mathbf A_i)^2+O(G)\right]. \tag{12}$$

These terms have different fates.

- The monopole term $Q/G^2$ cancels by neutrality. So does the splitting constant (11).
- The dipole term does not cancel by neutrality. It diverges as $1/G$ and depends on direction, as expected of a macroscopic field. The zero-field condition sets it aside.
- The second-moment terms are finite and also survive neutrality. They concern the zero of potential, which the zero-average condition fixes separately.

The dipole of a chosen cell is not determined by the infinite periodic density alone. Moving one centre by a lattice vector $\mathbf R$ changes $\mathbf D$ by $q_i\mathbf R$, yet leaves the repeated density and equation (7) unchanged. For a finite crystal, the surface and the electrical surroundings decide the macroscopic field.

**Neutral example.** Add a charge $q=-1$ with $\alpha=0.4$ at $(2,2,3)$ bohr. At the same sample point and $\eta=0.5$, the real and reciprocal parts give, without any constant,

$$V=0.298812+0.250686=0.549498\ \text{hartree}/e,$$

or 14.95 V. At $\eta=0.2$ the parts are 0.446674 and 0.102824, with the same sum.

For this cell $\mathbf D=(-2,-2,-3)$ $e\,$bohr. Approaching $\mathbf G=0$ across the dipole, with $\mathbf n\cdot\mathbf A_i=0$ for both charges, leaves the width term

$$-\frac{\pi}{\Omega}\sum_i\frac{q_i}{\alpha_i}
=-\frac{\pi}{252}\left(\frac1{1.5}-\frac1{0.4}\right)=0.0229\ \text{hartree}/e .$$

Along the dipole, the even part of equation (12) tends instead to 0.447 hartree/$e$. This value depends on the origin. For $Q=0$, replacing $\mathbf A_i$ by $\mathbf A_i-\mathbf a$ changes $\sum_iq_i(\mathbf n\cdot\mathbf A_i)^2$ by $-2(\mathbf n\cdot\mathbf a)(\mathbf n\cdot\mathbf D)$. With the origin midway between the two charges this sum vanishes for every $\mathbf n$, and the even part is 0.0229 hartree/$e$ in all directions. The direction dependence in this example therefore comes from the dipole. When $\mathbf D=0$, the second-moment term does not depend on the origin, but it still depends on $\mathbf n$ unless $\sum_iq_i(\mathbf n\cdot\mathbf A_i)^2$ is the same in all directions. A neutral cell does not in general have a unique $\mathbf G\to0$ limit.

## 6. Sharing $\mu$ instead of $\eta$

It is tempting to give all Gaussians one common $\mu$. The reciprocal sum then contains a single damping factor $e^{-G^2/4\mu}$ multiplying $\sum_iq_ie^{-i\mathbf G\cdot\mathbf A_i}$. The splitting $g_{\alpha_i}=g_\mu+(g_{\alpha_i}-g_\mu)$ remains valid, but now $1/\eta_i=1/\mu-1/\alpha_i$ differs from charge to charge. Equation (6) gives the total constant

$$-\frac\pi\Omega\sum_iq_i\left(\frac1\mu-\frac1{\alpha_i}\right)
=-\frac{\pi Q}{\mu\Omega}+\frac\pi\Omega\sum_i\frac{q_i}{\alpha_i}. \tag{13}$$

Neutrality removes the first term only. In the example, a shared $\mu=0.3$ leaves a constant of $-0.0229$ hartree/$e$. Omitting it gives 0.5724 instead of 0.5495 hartree/$e$ at the sample point. The whole potential is displaced by the same amount, so electric fields are unaffected.

**A concentric limit.** The displacement has a direct meaning when the positive and negative clouds share a centre. Each pair is neutral and spherical, and its potential decays rapidly, so the pairs can be summed in real space without Ewald's method. For charges $+1$ and $-1$ with exponents $\alpha_1$ and $\alpha_2$, the integral leading to equation (6) gives this direct sum the average

$$\frac\pi\Omega\left(\frac1{\alpha_2}-\frac1{\alpha_1}\right)=-\frac\pi\Omega\sum_i\frac{q_i}{\alpha_i}.$$

The direct sum takes the potential far outside each isolated pair as zero; equation (7) takes the cell average as zero. Both describe the same electric field. The numerical check tests this offset at three points.

## 7. The energy

The electrostatic energy per cell is $E=\frac12\int_\Omega\rho V\,d^3r$. For a pair $i,j$, unfold the periodic density of charge $i$ into a single Gaussian integrated over all space. By equations (2) and (10), the integral multiplies each Fourier component of $V_{\alpha_j}$ by $e^{-G^2/4\alpha_i}$. Hence

$$E=\frac12\sum_{ij}q_iq_jV_{p_{ij}}(\mathbf A_i-\mathbf A_j),\qquad
\frac1{p_{ij}}=\frac1{\alpha_i}+\frac1{\alpha_j}. \tag{14}$$

Two clouds interact as one broader cloud with a point charge. Each $V_{p_{ij}}$ can be evaluated with equation (7), replacing $\alpha$ by $p_{ij}$, so that $1/\mu_{ij}=1/\eta+1/\alpha_i+1/\alpha_j$.

The terms $i=j$ include the finite self-energies of the clouds. Fourier components also give $E=(2\pi/\Omega)\sum_{\mathbf G\ne0}|\rho(\mathbf G)|^2/G^2\ge0$, so a positive result does not mean that opposite charges repel.

With common $\eta$, the constants contribute

$$-\frac{\pi}{2\eta\Omega}\sum_{ij}q_iq_j=-\frac{\pi Q^2}{2\eta\Omega}. \tag{15}$$

This vanishes for a neutral cell. More generally, shifting the entire potential by $C$ changes the energy by $\frac12C\int_\Omega\rho\,d^3r=QC/2$, which is also zero. The width offset of section 6 therefore matters for the potential but not for the total energy of a neutral cell. If the energy is divided into contributions from separately charged components, the same convention must be used in all of them, because the cancellation occurs in their sum.

**Neutral and charged cells.** The neutral example has $E=0.401660$ hartree, or 10.93 eV, for all three values of $\eta$ with the constant omitted. With the positive cloud alone, omission at $\eta=0.5$ gives 0.286175 hartree. Restoring equation (15), which is half the constant in the table of section 3, gives

$$0.286175-\tfrac12(0.024933)=0.273708\ \text{hartree}.$$

Without the constant, the charged-cell result changes with $\eta$: it is 0.304875 hartree at $\eta=0.2$ and 0.276825 hartree at $\eta=2$. The corrected value still refers to a cell with a uniform background, not to an isolated charge.

**The dipole limit.** For $Q=0$, equation (12) gives $\rho(\mathbf G)\simeq-iG\,\mathbf n\cdot\mathbf D$, so the energy summand tends to

$$\frac{2\pi|\rho(\mathbf G)|^2}{\Omega G^2}\longrightarrow\frac{2\pi(\mathbf n\cdot\mathbf D)^2}{\Omega}. \tag{16}$$

In the example this is 0.424 hartree along the dipole and zero across it. Neutrality does not remove it; the zero-field condition does. If the macroscopic boundary condition is different, the corresponding field energy must be treated separately.

## Numbers as computed

```
cell vector 1 (bohr): 6.0 0.0 0.0
cell vector 2 (bohr): 1.0 6.0 0.0
cell vector 3 (bohr): 0.0 1.0 7.0
cell volume: 252.000 bohr^3
q = +1.0 e, alpha = 1.50 bohr^-2, centre (bohr): 0.0 0.0 0.0
q = -1.0 e, alpha = 0.40 bohr^-2, centre (bohr): 2.0 2.0 3.0
sample point (bohr): 1.0 0.0 0.0
eta for shifts below: 0.50 bohr^-2
mu of positive Gaussian: 0.375000 bohr^-2
mu of negative Gaussian: 0.222222 bohr^-2
Positive Gaussian alone, potential in hartree/e:
 eta 0.2: real 0.469885 recip 0.081980 const -0.062333 sum 0.489531
 eta 0.5: real 0.303215 recip 0.211250 const -0.024933 sum 0.489531
 eta 2.0: real 0.107166 recip 0.388599 const -0.006233 sum 0.489531
 Poisson grid reference: 0.489531 hartree/e
point charge, split eta: 0.564485 hartree/e
point charge, split mu: 0.564485 hartree/e
penetration sum: 0.083265 hartree/e
pi/(alpha Omega), positive: 0.008311 hartree/e
Neutral cell, potential in hartree/e:
 eta 0.2: real 0.446674 recip 0.102824 sum without const 0.549498
 eta 0.5: real 0.298812 recip 0.250686 sum without const 0.549498
 eta 2.0: real 0.106685 recip 0.442813 sum without const 0.549498
 Poisson grid reference: 0.549498 hartree/e
 same in volts: 14.9526 V
shared mu: 0.30 bohr^-2
 sum without const: 0.572353 hartree/e
 constant left over: -0.022856 hartree/e
neutral cell energy: 0.401660 hartree
 same in eV: 10.9297 eV
charged cell energy (positive only): 0.273708 hartree
 eta 0.2, no const: neutral 0.401660, charged 0.304875 hartree
 eta 0.5, no const: neutral 0.401660, charged 0.286175 hartree
 eta 2.0, no const: neutral 0.401660, charged 0.276825 hartree
small G used: 0.002 bohr^-1
 G along dipole: even potential term 0.44672 hartree/e
 G along dipole: energy term 0.42386 hartree
 G across dipole: even potential term 0.02286 hartree/e
 G across dipole: energy term 0.00000 hartree
```
